# A Conserving Energy Grid for Pauli-Blocked Remote-Phonon Scattering

## The physical problem

Electrons in a silicon channel feel the electric field of polar vibrations in a high-permittivity gate dielectric a few nanometres away. They absorb and emit these remote phonons, which lowers their mobility and brings a heated electron gas back towards the lattice temperature. A numerical collision operator for this process must not create or destroy electrons, and it must leave thermal equilibrium alone. If the energy step does not divide the phonon energy, both requirements can fail: gains and losses are summed at energies that do not pair up, and the distribution has to be interpolated between grid energies. An energy step that divides the phonon energy satisfies both, but it also exposes a degeneracy: the equilibrium distribution is not the only stationary one.

Atomic units are used in the algebra ($\hbar=e=m_e=4\pi\epsilon_0=1$), and $T$ denotes $k_B$ times temperature. Numerical energies are in eV and lengths in nm. The model has one isotropic two-dimensional subband,

$$E(1+\alpha E)=\frac{k^2}{2m},\qquad D(E)=\frac{k}{2\pi}\frac{dk}{dE}=\frac{m(1+2\alpha E)}{2\pi}.$$

Here $E$ is measured from the subband bottom and $D$ is the density of states per area, spin and valley. The second formula follows by differentiating the first, which gives $k\,dk=m(1+2\alpha E)\,dE$. Scattering preserves spin and valley, Bloch overlaps are set to one, and the phonons stay at temperature $T$.

## Coupling and transition rates

Let the electrons form a sheet at $z=0$ in silicon of permittivity $\varepsilon_s$, with the dielectric $\varepsilon(\nu)$ filling $z>d$. The interlayer is first given the permittivity of silicon. For $0<z<d$ the potential of a unit charge wave is

$$\phi=\frac{2\pi}{q\varepsilon_s}\left[e^{-qz}+r\,e^{q(z-2d)}\right],$$

and beyond $d$ it decays as $e^{-qz}$. Continuity of $\phi$ and of $\varepsilon\,\partial_z\phi$ gives $\varepsilon_s(1-r)=\varepsilon(1+r)$, hence

$$r=\frac{\varepsilon_s-\varepsilon}{\varepsilon_s+\varepsilon}=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon}-1 .$$

The polar mode changes the permittivity from $\varepsilon_{hi}$ above its frequency to $\varepsilon_{lo}$ below it:

$$\varepsilon(\nu)=\varepsilon_{hi}+\frac{(\varepsilon_{lo}-\varepsilon_{hi})\omega_T^2}{\omega_T^2-\nu^2}.$$

Adding $\varepsilon_s$ and collecting terms over the common denominator gives

$$\varepsilon_s+\varepsilon(\nu)=(\varepsilon_s+\varepsilon_{hi})\frac{\omega^2-\nu^2}{\omega_T^2-\nu^2},\qquad \omega^2=\omega_T^2\frac{\varepsilon_s+\varepsilon_{lo}}{\varepsilon_s+\varepsilon_{hi}} .$$

The part of the interaction at $z=0$ due to the mode is therefore

$$\frac{4\pi e^{-2qd}}{q}\left[\frac1{\varepsilon_s+\varepsilon(\nu)}-\frac1{\varepsilon_s+\varepsilon_{hi}}\right]
=\frac{4\pi e^{-2qd}}{q}\,\frac{\Delta\,\omega^2}{\nu^2-\omega^2},$$

$$\Delta=\frac1{\varepsilon_s+\varepsilon_{hi}}-\frac1{\varepsilon_s+\varepsilon_{lo}} .$$

Exchange of one phonon with matrix element $M_q$ in area $A$ gives, in second order, $A|M_q|^2[1/(\nu-\omega)-1/(\nu+\omega)]=2\omega A|M_q|^2/(\nu^2-\omega^2)$. Equating the two expressions,

$$A|M_q|^2=\frac{2\pi\omega\Delta}{q}e^{-2qd}\left(\frac{q}{q+q_s}\right)^2,\qquad q_s=\frac{2\pi}{\varepsilon_s}\frac{\partial n}{\partial\mu}.$$

The last factor is added for static, long-wavelength screening by the channel electrons: the phonon potential is divided by $1+q_s/q$, and the rate contains its square. It is held fixed while the distribution relaxes.

In the golden rule, $\int d^2k'/(2\pi)^2=\int dE'\,D(E')\int d\theta/2\pi$. The energy delta function removes the first integral, so the rate to energy $E'$ is $D(E')R^{(0)}(E,E')$ times $N$ for absorption or $N+1$ for emission, where

$$R^{(l)}(E,E')=2\pi A\langle|M_q|^2\cos l\theta\rangle_\theta,\qquad N=\frac1{e^{\omega/T}-1}.$$

Since $q^2=k^2+k'^2-2kk'\cos\theta$, $R^{(l)}$ is symmetric in its two energies. A direct Cartesian sum over final momenta, for a jump from $3.3\omega$ to $4.3\omega$ with a Gaussian of width $0.03\omega$ in place of the delta function, agrees with these formulas for $l=0$ and $1$ to a relative $6\times10^{-5}$.

## The discrete operator

Choose an integer $p$ and set

$$h=\omega/p,\qquad E_i=(i+\tfrac12)h,\quad i=0,\dots,M-1 .$$

Then $E_i\pm\omega=E_{i\pm p}$ is again a grid energy. Write $R_i^{(l)}=R^{(l)}(E_i,E_{i+p})$ and define the net downward flow between two levels,

$$J_i=D_iD_{i+p}R_i^{(0)}\big[(N+1)f_{i+p}(1-f_i)-Nf_i(1-f_{i+p})\big].$$

The first term is emission into level $i$, the second absorption out of it. The collision rate $C_i=\dot f_i$ obeys

$$D_iC_i=J_i-J_{i-p},$$

with $J_i=0$ when either level lies outside the grid.

**Conservation.** The number per area is $n=gh\sum_iD_if_i$, with $g$ the spin-valley degeneracy. Each $J_i$ enters level $i$ with a plus sign and level $i+p$ with a minus sign, so

$$\sum_iD_iC_i=\sum_iJ_i-\sum_iJ_i=0$$

for every $f$. The argument uses neither equilibrium nor small $h$.

**Stationarity.** For $f_i=[e^{(E_i-\mu)/T}+1]^{-1}$ one has $f_i/(1-f_i)=e^{-(E_i-\mu)/T}$. The ratio of emission to absorption in $J_i$ is then

$$\frac{N+1}{N}\,\frac{f_{i+p}}{1-f_{i+p}}\,\frac{1-f_i}{f_i}=e^{\omega/T}e^{-\omega/T}=1 .$$

Every $J_i$ vanishes separately, for any $\mu$.

Pauli blocking is needed here. Expanding the balance condition $(N+1)f_{i+p}(1-f_i)=Nf_i(1-f_{i+p})$ gives

$$(N+1)f_{i+p}-Nf_i=f_if_{i+p}.$$

Without blocking, a Fermi-Dirac distribution would thus suffer a spurious downward flow proportional to $f_if_{i+p}$. In the dilute limit $f\ll1$ this is of second order, and the unblocked operator correctly keeps the Maxwell-Boltzmann distribution.

## All stationary states

Consider the free energy, per area, spin and valley and divided by $h$,

$$\mathcal F=\sum_iD_i\{E_if_i+T[f_i\ln f_i+(1-f_i)\ln(1-f_i)]\}.$$

With $\varphi_i=E_i+T\ln[f_i/(1-f_i)]$, its time derivative is $\sum_iD_iC_i\varphi_i=\sum_iJ_i(\varphi_i-\varphi_{i+p})$. Let $a_i$ and $b_i$ be the emission and absorption terms in the bracket of $J_i$. Since $\omega=T\ln[(N+1)/N]$, we have $\varphi_i-\varphi_{i+p}=-T\ln(a_i/b_i)$, and

$$\dot{\mathcal F}=-T\sum_iD_iD_{i+p}R_i^{(0)}(a_i-b_i)\ln\frac{a_i}{b_i}\le0 .$$

For $0<f<1$, equality requires $a_i=b_i$ on every link. This fixes $f/(1-f)$ at one level from its value $p$ steps away, but says nothing about neighbouring levels. The stationary states are therefore

$$\frac{f_i}{1-f_i}=e^{-(E_i-\mu_r)/T},\qquad r=i\bmod p,$$

with $p$ independent chemical potentials. Each ladder of levels keeps its own number. Refining the grid does not cure this, because a single sharp phonon energy never links energies that differ by a fraction of $\omega$.

A second mode with shift $s$ leaves $\gcd(p,s)$ ladders on a sufficiently long grid. For $p=8$ and 240 levels, the zero eigenvalues of the linearised operator number 8 with one mode, 8 when a shift of 24 is added, and 1 when the added shift is 25. Rounding a second phonon energy to the grid can thus decide whether equilibrium is unique.

## Error analysis

**Energy discretisation.** The continuum operator at $E_i$ involves only $f(E_i)$ and $f(E_i\pm\omega)$. Apart from angular quadrature and the upper cutoff, $C_i$ is therefore its value at that energy, without an error in $h$. The step enters through sums over energy. For smooth $G$ the midpoint rule gives

$$\int_0^{E_m}G\,dE=h\sum_iG(E_i)+\frac{h^2}{24}\big[G'(E_m)-G'(0)\big]+O(h^4).$$

Where absorption-only scattering gives way to absorption and emission, at $E=\omega$, a function may jump. That energy is a cell boundary, so the formula can be applied on either side and second order survives.

**A mismatched phonon energy.** Suppose $N$ is evaluated at $\omega'$ while the grid jump is $sh$. Balance then makes $f/(1-f)$ fall by $e^{-\omega'/T}$ over $sh$, which is a Fermi-Dirac law at the wrong temperature

$$T_{\rm eff}=T\,\frac{sh}{\omega'} .$$

The occupation must therefore be evaluated at the rounded energy $sh$. With that choice the proofs hold link by link for any number of modes.

**Time step.** Collect the gain and loss coefficients as $C_i=G_i(1-f_i)-L_if_i$. An explicit Euler step is

$$f_i^{new}=f_i[1-\Delta t(G_i+L_i)]+\Delta t\,G_i .$$

If $\Delta t(G_i+L_i)\le1$, this is non-negative, and since $f_i\le1$ it is at most $1-\Delta t\,L_i\le1$. The upper partner contributes $D_{i+p}R_i^{(0)}(N+f_{i+p})$ to $G_i+L_i$, and the lower one $D_{i-p}R_{i-p}^{(0)}(N+1-f_{i-p})$. A sufficient condition for all distributions is thus

$$\Delta t\,\max_i\,(N+1)\big[D_{i+p}R_i^{(0)}+D_{i-p}R_{i-p}^{(0)}\big]\le1 .$$

Conservation holds for any $\Delta t$, because the increment is a multiple of $C$; the step limit protects the bounds on $f$.

## Mobility on the same grid

Let a small force $F$ act along $x$ and write $f=f_0(E)+f_1(E)\cos\theta$. Varying the gain and loss between states $k$ and $k'$, with $P$ the transition probability, gives

$$\delta f'\,[P_{k'\to k}(1-f)+P_{k\to k'}f]-\delta f\,[P_{k'\to k}f'+P_{k\to k'}(1-f')].$$

For the upper partner $P_{k'\to k}\propto N+1$ and $P_{k\to k'}\propto N$, so the brackets are $N+1-f$ and $N+f'$. For the lower partner they are $N+f$ and $N+1-f'$. Averaging $\cos\theta'$ over the final angle replaces $R^{(0)}$ by $R^{(1)}$ in the first term. With $f_0$ written as $f$ on the right,

$$\begin{aligned}Fv_if_0'(E_i)={}&D_{i+p}\big[R_i^{(1)}(N+1-f_i)f_{1,i+p}-R_i^{(0)}(N+f_{i+p})f_{1,i}\big]\\&+D_{i-p}\big[R_{i-p}^{(1)}(N+f_i)f_{1,i-p}-R_{i-p}^{(0)}(N+1-f_{i-p})f_{1,i}\big].\end{aligned}$$

Here $v=dE/dk$. The angular average of $\cos^2\theta$ is one half, so the mobility is

$$\mu_e=\frac{1}{2F}\,\frac{\sum_iD_iv_if_{1,i}}{\sum_iD_if_{0,i}} .$$

## A silicon channel under a hafnium-oxide-like dielectric

The parameters are rough typical values: $m=0.19$, $\alpha=0.5$ eV$^{-1}$, $g=4$, $\varepsilon_s=11.7$, $\varepsilon_{lo}=22$, $\varepsilon_{hi}=6.6$ and $\omega_T=0.0125$ eV. The electron centroid lies 1.2 nm below a 1.0 nm interlayer, so $d=2.2$ nm. The density is $5\times10^{12}$ cm$^{-2}$ and the bath is at 300 K, or $T=0.02585$ eV. Then

$$\omega=0.0125\sqrt{\frac{33.7}{18.3}}=0.01696\ \text{eV},\qquad \Delta=\frac1{18.3}-\frac1{33.7}=0.02497,$$

and $N=1.078$. With $p=8$ the step is 0.00212 eV; 240 levels reach 0.509 eV. The chemical potential is 0.0209 eV, so the gas is moderately degenerate.

**Conservation and equilibrium.** For 50 random distributions the largest number error was $1.4\times10^{-17}$ relative to $\sum D|C|$. An angle-resolved operator applied to a random distribution gave $1.1\times10^{-17}$. The Fermi-Dirac residual, relative to the largest rate in the time-step bound, was at most $9\times10^{-17}$ for $\mu=-3T$, 0.0209 eV and $6T$. Without Pauli blocking it was 0.11 at $\mu=0.0209$ eV.

**An incommensurate grid.** With 7.3 steps per phonon and linear interpolation, a 600 K distribution loses electrons at a fractional rate of 0.0025 per ps. Using the exact distribution at the partner energies still gives 0.0023 per ps, so most of the loss comes from the unpaired energies rather than from interpolation. The 300 K Fermi-Dirac residual is $2.8\times10^{-3}$. Its size points to the lower band edge. Level $i=7$ has a partner at $0.2h$, below the first grid energy $0.5h$, and the interpolation there returns the first value. With $h/T=0.090$ and $f(1-f)=0.21$ near the edge, the occupation error is $0.3\times0.090\times0.21=0.006$. In the interior it is at most $\tfrac12(0.3)(0.7)(h/T)^2\times0.096=8\times10^{-5}$, where 0.096 is the largest $T^2|f''|$. The interior error is too small to explain the residual.

**Relaxation from 600 K.** The safe Euler step is 0.359 ps. After 2163 steps the relative number error is $4\times10^{-16}$, and $f$ agrees with the state predicted from the eight initial ladder numbers to $10^{-11}$. The mean energy falls from 0.0625 to 0.0354 eV per electron, a net loss of 1.6 phonons each. With this mode alone and screening held at its 300 K value, the excess energy reaches $1/e$ of its initial value in 20 ps. The hot gas screens less, and updating the screening as it cools shortens this time. It becomes about 16 ps if $q_s$ is taken from the instantaneous distribution, and about 13 ps if it is taken from a Fermi-Dirac function of the same mean energy.

The end state differs from a single Fermi-Dirac function by up to 0.026 in occupation, and the ladder chemical potentials spread over 0.0053 eV. This can be estimated. A ladder starting at energy $\epsilon$ has

$$\omega\sum_nG(\epsilon+n\omega)\simeq\int_0^\infty G\,dE+(\tfrac12\omega-\epsilon)G(0).$$

Apply this with $G=Df$ to the hot and final distributions, which have equal total number. In the parabolic approximation $\partial n/\partial\mu\propto f(0)$, so

$$\delta\mu_r\simeq-(\tfrac12\omega-\epsilon)\,\frac{f_{cold}(0)-f_{hot}(0)}{f_{cold}(0)} .$$

The edge occupations are 0.692 and 0.437, and $\epsilon$ spans $7h=0.0148$ eV, giving a spread of about $0.37\times0.0148=0.0055$ eV, close to the computed 0.0053 eV. The spread is a property of the single-phonon model, not a rounding error. Processes whose energy transfers link all the ladders would remove it.

**Mobility.** The statically screened mode alone gives $3.05\times10^4$ cm$^2$/Vs; halving the energy step changes this by less than one part in $10^5$. Near thermal energy the out-scattering rate is 1.55 ps$^{-1}$. Using its inverse as a momentum relaxation time would give only about 6000 cm$^2$/Vs. Scattering favours forward directions: $e^{-2qd}$ suppresses transfers above $1/(2d)=0.23$ nm$^{-1}$, while a right-angle collision at thermal energy needs 0.59 nm$^{-1}$. The in-scattering terms with $R^{(1)}$ account for the momentum that such collisions preserve. Without them the same calculation gives about 8900 cm$^2$/Vs; this differs from 6000 because the out-scattering rate varies with energy.

## What the mobility means for a real device

Measured silicon channel mobilities at this density and room temperature are roughly a few hundred cm$^2$/Vs, about a hundred times lower than the model value. The model contains neither acoustic phonons, interface roughness nor charged defects. If inverse mobilities add, this mode would lower a mobility of 300 by about 1%. The treatment of screening matters most: without it, other settings unchanged, the mode gives 2640 cm$^2$/Vs and would lower 300 by about 10%. Adding inverse mobilities understates both figures: solving the same equation together with a constant elastic rate that alone gives 300 yields 1.4% and 12%. Separate changes to the screened model give the following. Dynamic screening gives 21,000 to 22,000, the range coming from how a parabolic polarizability is matched to the nonparabolic band. A channel of finite thickness gives 24,600 if only the coupling is changed, and about 16,000 if the screening is given the same thickness. The second polar mode (transverse energy 0.048 eV, permittivity 5.0 above it) gives about 23,000, which moves by up to 1% with the rounding of its energy and the coupling of the two modes. The interlayer permittivity of 3.9 in the coupling gives 40,600. The last calculation keeps the grid jump at 0.01696 eV, although the interlayer raises the phonon energy to 0.0189 eV at $q=0.59$ nm$^{-1}$; following this dispersion gives about 44,000. Real modes are therefore dispersive, and a grid must represent them by several rounded shifts. The model also lets the dielectric extend to infinity and omits the polar phonons of the interlayer. A metal gate 2 nm behind the dielectric surface changes the unscreened value to about 3100 and the screened one to about 31,000.

Two further conditions deserve attention. The level broadening caused by the screened mode alone, 0.0010 eV, is 6% of the phonon energy, so sharp electron energies are consistent within the model. They are not assured in a real channel: a mobility of 300 cm$^2$/Vs corresponds to a broadening $\hbar/\tau=\hbar e/(m\mu_e)$ of about 0.020 eV, more than the phonon energy. The same caution applies to the unscreened result, where the mode by itself gives 0.023 eV. The single-subband assumption is also weak: a triangular-well estimate places only about 60% of the electrons in the lowest subband, and the effect of the other subbands on mobility has not been calculated. The same estimate puts the mean depth of the lowest subband at 1.6 nm instead of the assumed 1.2 nm, which would raise the mobility from the screened mode alone to about 49,000 cm$^2$/Vs. These estimates depend on the shape of the well: a self-consistent potential with a depletion charge between $5\times10^{11}$ and $2\times10^{12}$ cm$^{-2}$ gives a share of 56 to 72%, a depth of 1.5 to 1.3 nm and a mobility of 42,000 to 36,000. Intersubband jumps also need subband separations rounded to the grid if their partners are to remain grid energies. The numerical output lists the remaining inputs and intermediate values.

## Values computed for the example and the checks

```
in-plane mass: 0.19 electron masses
nonparabolicity: 0.5 1/eV
spin-valley degeneracy: 4
bath temperature: 300 K
sheet density: 5e+12 cm^-2
permittivities Si, interlayer: 11.7, 3.9
high-k permittivity static, middle, fast: 22.0, 6.6, 5.0
transverse phonons soft, hard: 0.0125, 0.0480 eV
centroid depth, interlayer: 1.20, 1.00 nm
interface phonon energy: 0.01696 eV
coupling difference Delta: 0.02497
phonon occupation N: 1.0783
thermal energy: 0.02585 eV
chemical potential: 0.02093 eV
screening wavenumber: 0.8869 1/nm
typical momentum transfer: 0.5905 1/nm
grid: 8 steps per phonon, 240 levels, step 0.002120 eV
golden-rule check, largest relative error: 5.6e-05
number error, random f (relative): 1.4e-17
number error, angle-resolved (relative): 1.1e-17
Fermi-Dirac residual / largest rate: 8.6e-17
same residual without Pauli blocking: 1.07e-01
incommensurate grid, steps per phonon: 7.3
incommensurate number drift / gross scattering: -3.05e-03
incommensurate number drift, fraction: -2.47e-03 1/ps
incommensurate Fermi-Dirac residual: 2.77e-03
ladders, one mode: 8
ladders, second shift 24: 8; second shift 25: 1
slowest relaxation time: 35.9 ps
safe Euler step: 0.3588 ps
hot start temperature: 600 K
mean energy start, end: 0.06248, 0.03544 eV
Euler steps taken: 2163
number error after relaxation (relative): 4.4e-16
end state minus ladder prediction, largest: 9.8e-12
end state minus single Fermi-Dirac, largest: 0.0261
spread of ladder chemical potentials: 0.00526 eV
energy relaxation time (1/e): 20.09 ps
mobility, one screened mode: 30536.9 cm2/Vs
mobility, grid step halved: 30537.0 cm2/Vs
mobility, no screening: 2640.4 cm2/Vs
mobility, dynamic screening: 21319.7 cm2/Vs
mobility, finite channel thickness: 24564.0 cm2/Vs
mobility, interlayer permittivity in coupling: 40592.8 cm2/Vs
mobility, second polar mode added: 23194.5 cm2/Vs
second phonon energy / first: 2.9622
phonon energy with interlayer, typical q: 0.01893 eV
out-scattering rate near thermal energy: 1.552 1/ps
level broadening (hbar times that rate): 0.00102 eV
silicon surface field: 0.773 MV/cm
interlayer field: 2.320 MV/cm
share of electrons in lowest subband (Airy estimate): 0.615
```
